# How fast does a walker's overlap decay with electron number?: test program

```python
"""Normalized overlap of Slater determinants and its decay with electron number.

Result under test: |O| = |det V^+ W| / sqrt(det V^+V det W^+W) = prod cos(theta_i),
theta_i = principal angles between the occupied spaces of trial V and walker W.
kappa = -ln|O| / N is the decay rate per electron.  Claims:
  random spaces: <|O|^2> = 1/C(M,N), <ln|O|^2> = sum_j psi(j)-psi(j+M-N);
  half-filled Hubbard ring, weak coupling, long ring: kappa = U/(16 t).
M, L = number of orbitals or sites, N = electrons, t = hopping (energy unit),
U = repulsion, tau = time step, gamma = strength of the auxiliary spin field.
"""
from itertools import combinations
import numpy as np
from scipy.linalg import subspace_angles
from scipy.special import digamma, expit, gammaln

rng = np.random.default_rng(12345)


def complex_gaussian(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


def log_abs_det(matrix):
    return np.linalg.slogdet(matrix)[1]


# --- Product of cosines against explicit many-electron amplitudes ---
M, N = 6, 3
configs = [list(c) for c in combinations(range(M), N)]
V, W = complex_gaussian(M, N), complex_gaussian(M, N)
amp_v = np.array([np.linalg.det(V[c]) for c in configs])
amp_w = np.array([np.linalg.det(W[c]) for c in configs])
overlap_fock = abs(np.vdot(amp_v, amp_w)) / (
    np.linalg.norm(amp_v) * np.linalg.norm(amp_w))
angles = subspace_angles(V, W)
overlap_angles = np.prod(np.cos(angles))
assert abs(overlap_fock - overlap_angles) < 1e-12
print("Small example, M = 6 orbitals, N = 3 electrons")
print("principal angles (rad):", np.round(angles, 4))
print(f"|O| from many-electron amplitudes: {overlap_fock:.8f}")
print(f"|O| from product of cosines: {overlap_angles:.8f}")


# --- Random spaces: sampled averages against the closed forms ---
def mean_log_square(m, n):
    j = np.arange(1, n + 1)
    return np.sum(digamma(j) - digamma(j + m - n))


samples = 40000
Q = np.linalg.qr(complex_gaussian(samples, M, N))[0]
log_sq = 2 * log_abs_det(Q[:, :N, :])
mean_sq = np.exp(log_sq).mean()
mean_sq_formula = 1 / len(configs)
assert abs(mean_sq / mean_sq_formula - 1) < 0.05
assert abs(log_sq.mean() - mean_log_square(M, N)) < 0.05
print(f"random spaces, mean |O|^2: sampled {mean_sq:.5f}, "
      f"formula {mean_sq_formula:.5f}")
print(f"random spaces, mean ln|O|^2: sampled {log_sq.mean():.4f}, "
      f"formula {mean_log_square(M, N):.4f}")

# --- Underflow and its cure: two random spin blocks ---
m_big, n_big = 1200, 600
blocks = [np.linalg.qr(complex_gaussian(m_big, n_big))[0][:n_big]
          for spin in range(2)]
direct = abs(np.linalg.det(blocks[0])) * abs(np.linalg.det(blocks[1]))
log_total = sum(log_abs_det(b) for b in blocks)
log_expected = mean_log_square(m_big, n_big)  # two spins times one half
rate_random = -log_expected / (2 * n_big)
log_binomial = (gammaln(m_big + 1) - gammaln(n_big + 1)
                - gammaln(m_big - n_big + 1))
rate_binomial = log_binomial / (2 * n_big)
assert direct == 0.0 and np.isfinite(log_total)
assert abs(log_total - log_expected) < 10  # several standard deviations
assert abs(rate_random - np.log(2)) < 0.01
assert abs(rate_binomial - np.log(2)) < 0.01
changed = blocks[0].copy()
changed[:, 0] *= 0.5  # halves the overlap exactly
log_changed = log_abs_det(changed) + log_abs_det(blocks[1])
ratio = np.exp(log_changed - log_total)
assert abs(ratio - 0.5) < 1e-9
print(f"Random blocks: {2*n_big} electrons, {m_big} orbitals per spin")
print(f"|O| by direct multiplication: {direct:.1f}")
print(f"ln|O| sampled: {log_total:.2f}, expected mean: {log_expected:.2f}")
print(f"log10|O| sampled: {log_total/np.log(10):.1f}")
print(f"rate per electron, typical: {rate_random:.4f}")
print(f"rate per electron, from 1/C(M,N): {rate_binomial:.4f}")
print(f"long-system rate ln 2: {np.log(2):.4f}")
print(f"overlap ratio recovered from logarithms: {ratio:.10f}")


# --- Auxiliary-field walkers on the half-filled Hubbard ring ---
def ring(L, tau):
    K = np.zeros((L, L))
    for site in range(L):
        K[site, (site + 1) % L] = K[(site + 1) % L, site] = -1.0
    energy, orbitals = np.linalg.eigh(K)
    half_step = (orbitals * np.exp(-tau * energy / 2)) @ orbitals.T
    return energy, orbitals[:, :L // 2].copy(), half_step


def walk(L, U, tau, walkers, steps, burn, guided):
    """Return ln|O| per spin and the mean mixed double occupancy.

    Guided walkers are distributed by their overlap with the trial state.
    At half filling the product of spin overlaps is positive, so absolute
    values suffice even though orthonormalization may flip orbital signs.
    """
    _, trial, half_step = ring(L, tau)
    gamma = np.arccosh(np.exp(tau * U / 2))
    W = np.tile(trial, (2, walkers, 1, 1))
    logs, double_occupancy = [], []
    for step in range(steps):
        W = half_step @ W
        if guided:
            S = trial.T @ W
            density = ((W @ np.linalg.inv(S)) * trial).sum(axis=-1)
            moment = density[0] - density[1]
            old_log = log_abs_det(S).sum(axis=0)
            if step >= burn:
                double_occupancy.append(
                    (density[0] * density[1]).sum(axis=-1).mean())
            up_probability = expit(2 * gamma * moment)
        else:
            up_probability = 0.5
        x = np.where(rng.random((walkers, L)) < up_probability, 1.0, -1.0)
        W[0] *= np.exp(gamma * x)[:, :, None]
        W[1] *= np.exp(-gamma * x)[:, :, None]
        if guided:
            log_weight = log_abs_det(trial.T @ W).sum(axis=0) - old_log
            chosen = expit(2 * gamma * x * moment)
            log_weight += np.log(0.5 / chosen).sum(axis=-1)
            weight = np.exp(log_weight - log_weight.max())
            cumulative = np.cumsum(weight) / weight.sum()
            comb = (np.arange(walkers) + rng.random()) / walkers
            index = np.searchsorted(cumulative, comb)
            W = W[:, np.minimum(index, walkers - 1)]
        W = half_step @ W
        if step % 5 == 4:
            W = np.linalg.qr(W)[0]
            if step >= burn:
                logs.append(log_abs_det(trial.T @ W))
    logs = np.array(logs)
    occupancy = np.mean(double_occupancy) if guided else np.nan
    return logs, occupancy


def weak_rate(L, U, tau):
    """Weak-field stationary rate per electron at finite time step."""
    energy, _, _ = ring(L, tau)
    gap = energy[L // 2:, None] - energy[None, :L // 2]
    gamma = np.arccosh(np.exp(tau * U / 2))
    return np.sum(gamma**2 / (4 * L * np.sinh(tau * gap))) / (L // 2)


# Long-ring limit of the gap sum, from explicit momenta.
L_long = 2002
k = 2 * np.pi * np.arange(L_long) / L_long
band = np.sort(-2 * np.cos(k))
gap_long = band[L_long // 2:, None] - band[None, :L_long // 2]
gap_sum = np.sum(1 / gap_long) / L_long**2
assert abs(gap_sum * 8 - 1) < 2e-3
print("Hubbard ring, half filling, energies in t")
print(f"sum(1/gap)/L^2 at L = {L_long}: {gap_sum:.6f} 1/t")
print(f"resulting kappa/U: {gap_sum/2:.6f} 1/t; limit {1/16:.6f} 1/t")

# Full nonlinear walks at weak coupling against the weak-field rate.
tau, U_weak, L_weak = 0.1, 0.05, 18
predicted = weak_rate(L_weak, U_weak, tau)
print(f"weak test: L = {L_weak}, U = {U_weak} t, tau = {tau} 1/t")
print(f"predicted kappa: {predicted:.6f}")
for guided, name in ((False, "free"), (True, "importance-sampled")):
    logs, _ = walk(L_weak, U_weak, tau, 200, 200, 60, guided)
    measured = -logs.sum(axis=1).mean() / L_weak
    assert abs(measured / predicted - 1) < 0.08  # sampling and order U^2
    assert np.max(np.abs(logs[:, 0] - logs[:, 1])) < 1e-6
    print(f"measured kappa, {name}: {measured:.6f}")

# Importance sampling against projection in the full many-electron space.
U = 4.0
_, trial6, half6 = ring(6, tau)
amplitude = np.array([np.linalg.det(trial6[c]) for c in configs])
F = np.outer(amplitude, amplitude)
C = np.array([[np.linalg.det(half6[np.ix_(a, b)]) for b in configs]
              for a in configs])
D = np.array([[len(set(a) & set(b)) for b in configs] for a in configs])
psi = F.copy()
for _ in range(300):
    psi = C @ psi @ C.T
    psi *= np.exp(-tau * U * D)
    psi = C @ psi @ C.T
    psi /= np.linalg.norm(psi)
psi = C @ psi @ C.T
occupancy_exact = np.sum(F * D * psi) / np.sum(F * psi)
_, occupancy_walk = walk(6, U, tau, 300, 260, 60, True)
assert abs(occupancy_walk - occupancy_exact) < 0.08
print(f"six sites, U = {U} t, mixed double occupancy (sites):")
print(f"  projection {occupancy_exact:.4f}, walkers {occupancy_walk:.4f}, "
      f"trial {np.sum(F*F*D):.4f}")

# Worked example: growth of -ln|O| with electron number.
print(f"Worked example: U = {U} t, tau = {tau} 1/t, N = L electrons")
rates = {}
for guided, name in ((False, "free"), (True, "importance-sampled")):
    for L in (10, 18, 26):
        logs, _ = walk(L, U, tau, 120, 180, 60, guided)
        assert np.max(np.abs(logs[:, 0] - logs[:, 1])) < 1e-6
        total = logs.sum(axis=1)
        rates[guided, L] = -total.mean() / L
        print(f"{name}, N = {L}: mean -ln|O| = {-total.mean():.3f}, "
              f"spread = {total.std():.3f}, kappa = {rates[guided, L]:.4f}")
    # An N-independent overlap would give a rate ratio of 18/26 = 0.69.
    assert abs(rates[guided, 26] / rates[guided, 18] - 1) < 0.25
print(f"weak-coupling estimate U/(16 t): {U/16:.4f}")
for L in (10, 18, 26):
    print(f"weak-field rate at L = {L}, finite tau: {weak_rate(L, U, tau):.4f}")

limit_double = -np.log(np.finfo(np.float64).tiny)
limit_single = -np.log(float(np.finfo(np.float32).tiny))
print(f"underflow at -ln|O| = {limit_single:.2f} (single), "
      f"{limit_double:.2f} (double)")
for name, rate in (("free walkers", rates[False, 26]),
                   ("importance-sampled walkers", rates[True, 26]),
                   ("random spaces", np.log(2))):
    print(f"underflow N, {name}: {limit_single/rate:.0f} (single), "
          f"{limit_double/rate:.0f} (double)")
print("all assertions hold")
```

Output:

```
Small example, M = 6 orbitals, N = 3 electrons
principal angles (rad): [1.1008 0.812  0.439 ]
|O| from many-electron amplitudes: 0.28209291
|O| from product of cosines: 0.28209291
random spaces, mean |O|^2: sampled 0.04957, formula 0.05000
random spaces, mean ln|O|^2: sampled -3.7097, formula -3.7000
Random blocks: 1200 electrons, 1200 orbitals per spin
|O| by direct multiplication: 0.0
ln|O| sampled: -832.33, expected mean: -831.28
log10|O| sampled: -361.5
rate per electron, typical: 0.6927
rate per electron, from 1/C(M,N): 0.6900
long-system rate ln 2: 0.6931
overlap ratio recovered from logarithms: 0.5000000000
Hubbard ring, half filling, energies in t
sum(1/gap)/L^2 at L = 2002: 0.124921 1/t
resulting kappa/U: 0.062460 1/t; limit 0.062500 1/t
weak test: L = 18, U = 0.05 t, tau = 0.1 1/t
predicted kappa: 0.002881
measured kappa, free: 0.002815
measured kappa, importance-sampled: 0.002884
six sites, U = 4.0 t, mixed double occupancy (sites):
  projection 1.1830, walkers 1.1835, trial 1.5000
Worked example: U = 4.0 t, tau = 0.1 1/t, N = L electrons
free, N = 10: mean -ln|O| = 1.212, spread = 0.414, kappa = 0.1212
free, N = 18: mean -ln|O| = 2.336, spread = 0.589, kappa = 0.1298
free, N = 26: mean -ln|O| = 3.479, spread = 0.730, kappa = 0.1338
importance-sampled, N = 10: mean -ln|O| = 1.914, spread = 0.566, kappa = 0.1914
importance-sampled, N = 18: mean -ln|O| = 3.774, spread = 0.804, kappa = 0.2097
importance-sampled, N = 26: mean -ln|O| = 5.684, spread = 1.055, kappa = 0.2186
weak-coupling estimate U/(16 t): 0.2500
weak-field rate at L = 10, finite tau: 0.2313
weak-field rate at L = 18, finite tau: 0.2460
weak-field rate at L = 26, finite tau: 0.2518
underflow at -ln|O| = 87.34 (single), 708.40 (double)
underflow N, free walkers: 653 (single), 5294 (double)
underflow N, importance-sampled walkers: 399 (single), 3240 (double)
underflow N, random spaces: 126 (single), 1022 (double)
all assertions hold
```
